# Spin-orbit coupling of the J = 3/2 levels in bismuth's p³ shell: a program that tests the result

```python
# Result under test: spin-orbit coupling in a p^3 shell, J = 3/2.
# In the basis (4S, 2D, 2P), with the constant 3*F0 dropped, the matrix is
#   [[-15 F2, 0, zeta], [0, -6 F2, sqrt(5)/2 zeta], [zeta, sqrt(5)/2 zeta, 0]]
# F2   : quadrupole Slater integral F^2 divided by 25
# zeta : spin-orbit parameter in  zeta * sum of l.s
# x    : energy of the lowest level measured from the uncoupled 4S term
# The reference side is a diagonalization of all 20 states of the shell, built
# from fermion operators and Coulomb integrals found by quadrature.
import itertools
import numpy as np
from scipy import constants


def annihilators(modes):
    """Fermion annihilation matrices with the usual sign strings."""
    lower, sign, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    result = []
    for k in range(modes):
        op = np.eye(1)
        for q in range(modes):
            op = np.kron(op, sign if q < k else lower if q == k else unit)
        result.append(op)
    return result


def sector(modes, electrons):
    return [i for i in range(2**modes) if bin(i).count("1") == electrons]


def many_body(one, two, electrons):
    """Matrix of a one-body plus two-body operator at fixed electron number."""
    modes = len(one)
    a = annihilators(modes)
    cols = sector(modes, electrons)
    single = [op[:, cols] for op in a]
    H = np.zeros((len(cols), len(cols)))
    for i, j in itertools.product(range(modes), repeat=2):
        if abs(one[i, j]) > 1e-14:
            H += one[i, j] * single[i].T @ single[j]
    if two is not None:
        pairs = list(itertools.combinations(range(modes), 2))
        removed = {(i, j): a[j] @ single[i] for i, j in pairs}
        for (i, j), (k, l) in itertools.product(pairs, repeat=2):
            g = two[i, j, k, l] - two[i, j, l, k]
            if abs(g) > 1e-14:
                H += g * removed[i, j].T @ removed[k, l]
    return H


def with_spin(v):
    """Spatial integrals <ab|V|cd> extended to spin orbitals."""
    n = 2 * len(v)
    e = np.eye(2)
    return np.einsum("abcd,su,tv->asbtcudv", v, e, e).reshape(n, n, n, n)


# ---- angular integrals by quadrature; orbitals p(+1), p(0), p(-1), s ----
z, wz = np.polynomial.legendre.leggauss(10)
phi = 2 * np.pi * np.arange(16) / 16
Z, PHI = [g.ravel() for g in np.meshgrid(z, phi, indexing="ij")]
W = np.repeat(wz, 16) * 2 * np.pi / 16
R = np.sqrt(1 - Z**2)
direction = np.array([R * np.cos(PHI), R * np.sin(PHI), Z])
Y = np.array([-np.sqrt(3 / (8 * np.pi)) * R * np.exp(1j * PHI),
              np.sqrt(3 / (4 * np.pi)) * Z + 0j,
              np.sqrt(3 / (8 * np.pi)) * R * np.exp(-1j * PHI),
              np.full(len(Z), 1 / np.sqrt(4 * np.pi)) + 0j])
overlap = np.einsum("g,ag,cg->ac", W, Y.conj(), Y)
assert np.allclose(overlap, np.eye(4), atol=1e-12)
first = np.einsum("g,ag,cg,ig->aci", W, Y.conj(), Y, direction)
second = np.einsum("g,ag,cg,ig,jg->acij", W, Y.conj(), Y, direction, direction)
dipole = np.einsum("aci,bdi->abcd", first, first)
quadrupole = (1.5 * np.einsum("acij,bdij->abcd", second, second)
              - 0.5 * np.einsum("ac,bd->abcd", overlap, overlap))
assert max(abs(dipole.imag).max(), abs(quadrupole.imag).max()) < 1e-12
dipole, quadrupole = dipole.real, quadrupole.real

# ---- one-electron angular momentum, mode = 2*orbital + spin ----
lz, lp = np.diag([1., 0., -1.]), np.sqrt(2) * np.diag([1., 1.], 1)
sz, sp = np.diag([0.5, -0.5]), np.array([[0., 1.], [0., 0.]])
e2, e3 = np.eye(2), np.eye(3)
l_dot_s = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))


def square(jz, jp):
    up, along = many_body(jp, None, 3), many_body(jz, None, 3)
    return up.T @ up + along @ along + along


Lz1, Lp1, Sz1, Sp1 = np.kron(lz, e2), np.kron(lp, e2), np.kron(e3, sz), np.kron(e3, sp)
L2, S2, J2 = square(Lz1, Lp1), square(Sz1, Sp1), square(Lz1 + Sz1, Lp1 + Sp1)
SO = many_body(l_dot_s, None, 3)
two_p = 25 * with_spin(quadrupole[:3, :3, :3, :3])   # for F2 = 1
CO = many_body(np.zeros((6, 6)), two_p, 3)
assert np.allclose(CO @ L2, L2 @ CO, atol=1e-10)

# ---- the three stretched J = M = 3/2 states as explicit determinants ----
cols3 = sector(6, 3)


def determinant(*occupied):
    v = np.zeros(len(cols3))
    v[cols3.index(sum(1 << (5 - k) for k in occupied))] = 1.0
    return v


A, B = determinant(0, 1, 4), determinant(0, 2, 3)
state_S = determinant(0, 2, 4)
state_P = (A + B) / np.sqrt(2)
state_D = (2 * determinant(0, 1, 3) - (A - B) / np.sqrt(2)) / np.sqrt(5)
for v, L, S in ((state_S, 0, 1.5), (state_D, 2, 0.5), (state_P, 1, 0.5)):
    assert np.allclose(L2 @ v, L * (L + 1) * v, atol=1e-12)
    assert np.allclose(S2 @ v, S * (S + 1) * v, atol=1e-12)
    assert np.allclose(J2 @ v, 3.75 * v, atol=1e-12)

basis = np.column_stack([state_S, state_D, state_P])
so_matrix = basis.T @ SO @ basis
co_matrix = basis.T @ CO @ basis
r5 = np.sqrt(5) / 2
so_derived = np.array([[0, 0, 1], [0, 0, r5], [1, r5, 0]])
co_derived = np.diag([-15., -6., 0.])
assert np.allclose(so_matrix, so_derived, atol=1e-12)
assert np.allclose(co_matrix, co_derived, atol=1e-10)
assert np.allclose(SO @ state_S, state_P, atol=1e-12)   # nothing else is reached


def full(F2, zeta):
    return F2 * CO + zeta * SO


def lowering(F2, zeta):
    return np.linalg.eigvalsh(full(F2, zeta))[0] + 15 * F2


# ---- worked example, energies in eV ----
F2, zeta = 0.12, 1.25
gap_D, gap_P = 9 * F2, 15 * F2
H = full(F2, zeta)
values, vectors = np.linalg.eigh(H)
roots = np.linalg.eigvalsh(F2 * co_derived + zeta * so_derived)
expected = np.sort(np.concatenate([np.repeat(roots, 4), [-6 * F2] * 6, [0.0] * 2]))
assert np.allclose(values, expected, atol=1e-10)
x = values[0] + 15 * F2
implicit = -zeta**2 / (gap_P - x - 1.25 * zeta**2 / (gap_D - x))
assert x < 0 and abs(implicit - x) < 1e-9

# composition from projectors on L, against the amplitude ratios
one20 = np.eye(20)
proj_P = L2 @ (6 * one20 - L2) / 8
proj_D = L2 @ (L2 - 2 * one20) / 24
proj_S = one20 - proj_P - proj_D


def composition(v):
    return np.array([v @ p @ v for p in (proj_S, proj_D, proj_P)])


weights = composition(vectors[:, 0])
ratios = np.array([1, -r5 * x / (gap_D - x), x / zeta])**2
assert np.allclose(weights, ratios / ratios.sum(), atol=1e-9)

# removal of one doublet from the whole space
no_P, no_D = one20 - proj_P, one20 - proj_D
without_P = np.linalg.eigvalsh(no_P @ H @ no_P)[0] + 15 * F2
without_D = np.linalg.eigvalsh(no_D @ H @ no_D)[0] + 15 * F2
assert abs(without_P) < 1e-10
assert abs(without_D - (gap_P / 2 - np.sqrt(gap_P**2 / 4 + zeta**2))) < 1e-10

# weak coupling: the remainder after second order gives the fourth order;
# the tolerance covers the sixth-order term left in the quotient
small = 0.3
coefficient = (lowering(1.0, small) + small**2 / 15) / small**4
assert abs(coefficient / (-13 / 40500) - 1) < 0.01
second_order = -zeta**2 / (15 * F2)
fourth_order = -13 * zeta**4 / (40500 * F2**3)

# no Coulomb splitting: jj coupling
jj_values, jj_vectors = np.linalg.eigh(SO)
assert np.allclose(jj_values, [-1.5] * 4 + [0.0] * 12 + [1.5] * 4, atol=1e-10)
jj_weights = composition(jj_vectors[:, 0])
assert np.allclose(jj_weights, [2 / 9, 5 / 18, 1 / 2], atol=1e-10)

# ---- neglected effect 1: mixing of s2 p3 with p5 ----
sp_gap, G1 = 9.0, 3.0
is_s = np.array([0., 0., 0., 1.])
is_p = 1 - is_s
transfer = (np.einsum("a,b,c,d->abcd", is_s, is_s, is_p, is_p)
            + np.einsum("a,b,c,d->abcd", is_p, is_p, is_s, is_s))


def mixed_levels(zeta_value, G1_value):
    one = np.zeros((8, 8))
    one[:6, :6] = zeta_value * l_dot_s
    one[6, 6] = one[7, 7] = -sp_gap
    two = with_spin(25 * F2 * quadrupole + G1_value * dipole * transfer)
    return np.linalg.eigvalsh(many_body(one, two, 5)) + 2 * sp_gap


bare = mixed_levels(0.0, G1)
assert np.allclose(bare[:4], -15 * F2, atol=1e-9)       # 4S is untouched
assert np.allclose(bare[4:14], -6 * F2, atol=1e-9)      # 2D is untouched
coupling = np.sqrt(2) * G1 / 3
two_level = np.linalg.eigvalsh([[0, coupling], [coupling, 2 * sp_gap - 20 * F2]])[0]
assert np.allclose(bare[14:20], two_level, atol=1e-9)   # 2P is pushed down
uncoupled = mixed_levels(zeta, 0.0)[0]
assert abs(uncoupled - values[0]) < 1e-9
change_mixing = mixed_levels(zeta, G1)[0] - uncoupled

# ---- neglected effect 2: p1/2 more compact than p3/2 ----
compact = 1.10
half = (0.5 * np.eye(6) - l_dot_s) / 1.5                # projector on j = 1/2
assert np.allclose(half @ half, half, atol=1e-12) and abs(np.trace(half) - 2) < 1e-12
dress = np.eye(6) + (compact**0.25 - 1) * half
two_dressed = np.einsum("ai,bj,ijkl,kc,ld->abcd", dress, dress, F2 * two_p,
                        dress, dress, optimize=True)
change_compact = np.linalg.eigvalsh(many_body(zeta * l_dot_s, two_dressed, 3))[0] - values[0]

to_cm = constants.e / (constants.h * constants.c) / 100
print("Spin-orbit matrix / zeta, order 4S 2D 2P:")
for row in so_matrix:
    print("   " + " ".join(f"{v + 0.0:8.5f}" for v in np.round(row, 10)))
print("Coulomb energies / F2 (4S 2D 2P):", np.round(np.diag(co_matrix), 6) + 0.0)
print(f"F2 = {F2:.2f} eV, zeta = {zeta:.2f} eV (rough, Bi-like)")
print(f"Term gap 2D - 4S: {gap_D:.3f} eV")
print(f"Term gap 2P - 4S: {gap_P:.3f} eV")
print(f"Coupling 4S-2P: {zeta * so_matrix[0, 2]:.4f} eV")
print(f"Coupling 2D-2P: {zeta * so_matrix[1, 2]:.4f} eV")
print("J=3/2 levels from uncoupled 4S (eV):", np.round(roots + 15 * F2, 4))
print("J=3/2 levels from ground level (eV):", np.round(roots - roots[0], 4))
print(f"2D5/2 from ground level: {-6 * F2 - roots[0]:.4f} eV")
print(f"2P1/2 from ground level: {-roots[0]:.4f} eV")
print(f"Lowering x, full: {x:.4f} eV = {x * to_cm:.0f} cm^-1")
print(f"Second-order term: {second_order:.4f} eV")
print(f"Fourth-order term: {fourth_order:.4f} eV")
print(f"Sum through fourth order: {second_order + fourth_order:.4f} eV")
print(f"Lowering with 2D removed: {without_D:.4f} eV")
print(f"Shift with 2P removed: {abs(without_P):.4f} eV")
print("Ground weights 4S 2D 2P:", np.round(weights, 4))
print("jj-limit weights 4S 2D 2P:", np.round(jj_weights, 4))
print(f"jj-limit lowest energy / zeta: {jj_values[0]:.4f}")
print(f"Fourth-order coefficient * F2^3: numeric {coefficient:.4e},"
      f" formula {-13 / 40500:.4e}")
print("Scan: zeta (eV), full x (eV), second order (eV), no 2D (eV)")
for t in (0.10, 0.50, 1.25, 2.50):
    reduced = np.linalg.eigvalsh(no_D @ full(F2, t) @ no_D)[0] + 15 * F2
    print(f"   {t:.2f}  {lowering(F2, t):.5f}  {-t**2 / (15 * F2):.5f}  {reduced:.5f}")
print(f"Neglected s2p3-p5 mixing: s-p gap {sp_gap:.1f} eV, G1 {G1:.1f} eV (rough)")
print(f"   coupling 2P(p3)-2P(p5): {coupling:.4f} eV")
print(f"   shift of 2P term at zeta = 0: {two_level:.4f} eV")
print(f"   change of ground level: {change_mixing:.4f} eV")
print(f"Neglected compact p1/2: quadrupole integral x {compact:.2f} (rough)")
print(f"   change of ground level: {change_compact:.4f} eV")
print("OK")
```

It prints:

```
Spin-orbit matrix / zeta, order 4S 2D 2P:
    0.00000  0.00000  1.00000
    0.00000  0.00000  1.11803
    1.00000  1.11803  0.00000
Coulomb energies / F2 (4S 2D 2P): [-15.  -6.   0.]
F2 = 0.12 eV, zeta = 1.25 eV (rough, Bi-like)
Term gap 2D - 4S: 1.080 eV
Term gap 2P - 4S: 1.800 eV
Coupling 4S-2P: 1.2500 eV
Coupling 2D-2P: 1.3975 eV
J=3/2 levels from uncoupled 4S (eV): [-0.9066  0.5806  3.206 ]
J=3/2 levels from ground level (eV): [0.     1.4872 4.1126]
2D5/2 from ground level: 1.9866 eV
2P1/2 from ground level: 2.7066 eV
Lowering x, full: -0.9066 eV = -7312 cm^-1
Second-order term: -0.8681 eV
Fourth-order term: -0.4535 eV
Sum through fourth order: -1.3216 eV
Lowering with 2D removed: -0.6403 eV
Shift with 2P removed: 0.0000 eV
Ground weights 4S 2D 2P: [0.5598 0.1457 0.2945]
jj-limit weights 4S 2D 2P: [0.2222 0.2778 0.5   ]
jj-limit lowest energy / zeta: -1.5000
Fourth-order coefficient * F2^3: numeric -3.2059e-04, formula -3.2099e-04
Scan: zeta (eV), full x (eV), second order (eV), no 2D (eV)
   0.10  -0.00557  -0.00556  -0.00554
   0.50  -0.14766  -0.13889  -0.12956
   1.25  -0.90661  -0.86806  -0.64029
   2.50  -2.65122  -3.47222  -1.75707
Neglected s2p3-p5 mixing: s-p gap 9.0 eV, G1 3.0 eV (rough)
   coupling 2P(p3)-2P(p5): 1.4142 eV
   shift of 2P term at zeta = 0: -0.1272 eV
   change of ground level: -0.0340 eV
Neglected compact p1/2: quadrupole integral x 1.10 (rough)
   change of ground level: -0.0458 eV
OK
```
